# Fang–Howard confinement length for electrons at an oxide channel interface

## Definitions and conventions

The semiconductor occupies $z>0$, and a high barrier at $z=0$ forces the wave function to vanish there. Electrons of sheet density $N_s$ fill one subband. Behind them, at larger $z$, lies fixed negative charge of sheet density $N_d\ge 0$, called the depletion charge. In a film it may sit at the back surface. Beyond it the electric field is zero. The elementary charge is $e>0$, the mass along $z$ is $m$, and $\varepsilon=\varepsilon_r\varepsilon_0$ is the permittivity of the semiconductor. SI equations are used throughout.

The Fang–Howard trial function is

$$\psi(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad b>0 .$$

It is normalized because $\int_0^\infty z^2e^{-bz}dz=2/b^3$. Its one parameter $b$ is the inverse confinement length. The result to be derived is

$$b^3=\frac{12\,m e^2}{\varepsilon\hbar^2}\,N^*,\qquad N^*=N_d+\frac{11}{32}N_s .$$

It follows from minimizing the total energy per electron at fixed $N_s$ and $N_d$, within these assumptions:

- The electrons interact in mean field (Hartree). Exchange, correlation and the image potential are left out.
- The band is parabolic, the temperature is zero and one subband is occupied.
- The wave function does not enter the barrier.
- The depletion charge lies behind practically all the electrons.
- The semiconductor is much thicker than the electron layer.

An ultrathin channel can violate the last condition; that case is treated below.

With one subband occupied, the kinetic energy of motion in the plane depends on $N_s$ but not on $b$. It is therefore omitted from all energies below.

## Kinetic energy

The derivative of the trial function is $\psi'=\sqrt{b^3/2}\,(1-bz/2)\,e^{-bz/2}$. Hence

$$\int_0^\infty\psi'^2dz=\frac{b^3}{2}\int_0^\infty\left(1-bz+\frac{b^2z^2}{4}\right)e^{-bz}dz
=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4}.$$

Since $\psi$ vanishes at both ends, integration by parts turns $-\int\psi\psi''dz$ into $\int\psi'^2dz$. The kinetic energy is therefore

$$T=\frac{\hbar^2}{2m}\,\frac{b^2}{4}=\frac{\hbar^2b^2}{8m}.$$

## Electrostatic energy

Let $S(z)$ be the fraction of the electrons deeper than $z$. With $x=bz$,

$$S=\int_x^\infty\frac{s^2e^{-s}}{2}\,ds=e^{-x}\left(1+x+\frac{x^2}{2}\right).$$

The charge per area behind the plane $z$ is $-e(N_d+N_sS)$. Apply Gauss's law to a box reaching from $z$ to the field-free region. With $F$ the field component along $+z$, it gives $0-\varepsilon F(z)=-e(N_d+N_sS)$, or

$$F(z)=\frac{e}{\varepsilon}\left[N_d+N_sS(z)\right].$$

The force $-eF$ pushes electrons toward the interface. Their potential energy $V$ accordingly rises with depth:

$$\frac{dV}{dz}=eF=\frac{e^2}{\varepsilon}\left[N_d+N_sS(z)\right],\qquad V(0)=0 .$$

The field energy per area in the semiconductor is

$$\frac{\varepsilon}{2}\int F^2dz=\frac{e^2}{2\varepsilon}\int\left(N_d^2+2N_dN_sS+N_s^2S^2\right)dz .$$

The $N_d^2$ term does not depend on $b$. Neither does the field energy in the gate insulator, whose field is set by the fixed total $N_s+N_d$. Dropping both and dividing by $N_s$ leaves the energy per electron

$$U=\frac{e^2}{\varepsilon}\left[N_d\int_0^\infty S\,dz+\frac{N_s}{2}\int_0^\infty S^2dz\right].$$

The factor $\tfrac12$ in the electron–electron term comes from squaring the field. It counts each pair of electrons once.

For the first integral, integrate by parts with $S'=-\psi^2$. The boundary term $zS$ vanishes at both ends, so

$$\int_0^\infty S\,dz=\int_0^\infty z\,\psi^2dz=\langle z\rangle=\frac{1}{2b}\int_0^\infty x^3e^{-x}dx=\frac3b .$$

For the second, expand the square:

$$\int_0^\infty S^2dz=\frac1b\int_0^\infty e^{-2x}\left(1+2x+2x^2+x^3+\frac{x^4}{4}\right)dx .$$

With $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$, the five terms give

$$\int_0^\infty S^2dz=\frac1b\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)=\frac{33}{16\,b}.$$

Half of this is $33/(32b)=(3/b)(11/32)$. Therefore

$$U=\frac{3e^2}{\varepsilon b}\left(N_d+\frac{11}{32}N_s\right)=\frac{3e^2N^*}{\varepsilon b}.$$

An electron feels all the depletion charge behind it but only that part of the electron charge which lies deeper than itself. This screening, together with the counting of pairs, gives electrons a smaller weight than depletion charge.

## Minimization

The energy per electron is

$$E(b)=\frac{\hbar^2b^2}{8m}+\frac{3e^2N^*}{\varepsilon b}.$$

For $N^*>0$ both terms have positive second derivatives, and $E$ grows without limit as $b\to0$ and as $b\to\infty$. There is thus one stationary point, and it is the minimum:

$$\frac{dE}{db}=\frac{\hbar^2b}{4m}-\frac{3e^2N^*}{\varepsilon b^2}=0
\quad\Longrightarrow\quad b^3=\frac{12\,me^2N^*}{\varepsilon\hbar^2}.$$

Multiplying the stationary condition by $b$ gives $2T-U=0$. Hence $U=2T$ at the minimum, and the energy there is $3T$.

For implementation, define $K=\hbar^2/(2m)$ and $g=e^2/\varepsilon$. Then

$$b^3=\frac{6g}{K}N^*,\qquad \langle z\rangle=\frac3b,\qquad E_{\min}=\frac{3Kb^2}{4}.$$

In Gaussian units $g=4\pi e^2/\varepsilon_r$, and the prefactor becomes $48\pi me^2/(\varepsilon_r\hbar^2)$.

**Few electrons.** For $N_s\ll N_d$ the potential is a triangular well of slope $gN_d$, and $b^3=6gN_d/K$.

**No depletion charge.** For $N_d=0$ the law becomes $b^3=33gN_s/(16K)$, and the electrons are held by the gate field alone. The potential then levels off at $V(\infty)=gN_s\int S\,dz=3gN_s/b$. Since $U=33gN_s/(32b)=2T$, this plateau lies at $(64/11)T\approx5.8\,T$. The mean potential energy of one electron is $2U=4T$, which puts the subband at $5T$. Within the trial description the level is bound, but only by $(9/11)T$. One subband suffices only while the Fermi energy above the subband bottom, $2\pi KN_s$ for one valley with spin degeneracy two and in-plane mass $m$, stays below this binding. With the mass and permittivity of the example below and $N_s=0.050\ \mathrm{nm^{-2}}$, the binding is 33.6 meV (about 26 meV in the full one-subband Hartree solution) and the Fermi energy is 39.9 meV, so the assumption fails. For these parameters it holds only below about $0.030\ \mathrm{nm^{-2}}$ in the trial description and about $0.014\ \mathrm{nm^{-2}}$ in the full solution.

## Subband energy and total energy

The subband energy $E_0$ contains the full potential of the other electrons, without the factor $\tfrac12$. Integrating by parts as before,

$$\langle V\rangle=\int_0^\infty S\,\frac{dV}{dz}\,dz=g\int_0^\infty\left(N_dS+N_sS^2\right)dz,$$

$$E_0=T+\frac{3g}{b}\left(N_d+\frac{11}{16}N_s\right).$$

This is the quantity to use for the position of the level, but it must not be minimized while its potential changes with $b$. Doing so would replace $11/32$ by $11/16$ in the law for $b$, because each electron pair would be counted twice.

A minimization of the subband energy is legitimate if the potential is held fixed, produced by a density with parameter $b'$, and $b'$ is set equal to $b$ afterwards. The electron–electron term is then $gN_sW(b,b')$, where $W(b,b')=\int S_bS_{b'}dz$ is symmetric in its arguments. The derivative of $W(b,b)=33/(16b)$ contains two equal contributions, one from each argument. The derivative with respect to the first argument alone is half of it:

$$\left.\frac{\partial W}{\partial b}\right|_{b'=b}=\frac12\,\frac{d}{db}\,\frac{33}{16b}=-\frac{33}{32b^2}.$$

This is the derivative that occurs in the total energy, so the weight $11/32$ returns.

## Worked example

Take a model channel with $m$ equal to 0.30 electron masses, $\varepsilon_r=10$, $N_s=0.050\ \mathrm{nm^{-2}}$ and $N_d=0.010\ \mathrm{nm^{-2}}$. Densities supplied in $\mathrm{cm^{-2}}$ must be divided by $10^{14}$ to obtain $\mathrm{nm^{-2}}$. The two constants are $K=127.0\ \mathrm{meV\,nm^2}$ and $g=1809.5\ \mathrm{meV\,nm}$. Then

$$N^*=0.010+0.34375\times0.050=0.02719\ \mathrm{nm^{-2}},$$

$$b^3=\frac{6\times1809.5}{127.0}\times0.02719=85.49\times0.02719=2.324\ \mathrm{nm^{-3}} .$$

This gives $b=1.325\ \mathrm{nm^{-1}}$ and a mean depth $3/b=2.26$ nm. The energies are

$$T=\frac{127.0\times1.325^2}{4}=55.7\ \mathrm{meV},\qquad U=2T=111.4\ \mathrm{meV},\qquad E_{\min}=167.1\ \mathrm{meV}.$$

The subband energy is $E_0=237.6$ meV, measured from the potential at the interface.

Minimizing $E_0$ with a moving potential would give $b=1.560\ \mathrm{nm^{-1}}$, which is 18% above the correct variational value. The total energy at that $b$ is 171.9 meV, or 4.7 meV above the minimum.

**Error of the trial function.** The self-consistent Hartree problem was also solved by finite differences, with 2000 interior points between hard walls 40 nm apart and the depletion charge at the back wall. This reference removes the restriction to the trial form but keeps every other approximation of the model. It gives a mean depth of 2.13 nm and a total energy of 162.8 meV. Relative to these values, the trial mean depth is 6.5% too large and the trial energy 2.6% too high. The grid subband energy is 232.9 meV, against 237.6 meV from the formula. These errors are internal to the Hartree model. The omitted exchange energy is larger: evaluated with the trial density for one valley and unpolarized spins, it is about $-24$ meV per electron at this density, and it reduces the mean depth by about 2%.

**One occupied subband.** With spin degeneracy two, one valley and an in-plane mass equal to $m$, the Fermi energy above the subband bottom is $\pi\hbar^2N_s/m=2\pi KN_s=39.9$ meV. The second subband of the grid solution lies 85.1 meV above the first, so it is empty at zero temperature. At temperature $\Theta$, the remaining distance of about 45 meV between the Fermi level and the second subband has to be compared with $k_B\Theta$. At 77 K the upper subbands stay practically empty. At 300 K they hold about 7% of the electrons, and the self-consistent mean depth rises from 2.13 to about 2.28 nm, a shift as large as the error of the trial function.

## Depletion charge spread through the layer

Suppose the depletion charge is uniform from the interface to a depth $z_d\gg1/b$. The part of it behind $z$ is $N_d(1-z/z_d)$, so its potential is $gN_d[z-z^2/(2z_d)]$. With $\langle z^2\rangle=12/b^2$, its mean is

$$gN_d\left(\frac3b-\frac{6}{z_db^2}\right)=\frac{3gN_d}{b}\left(1-\frac{2}{bz_d}\right).$$

The additional term $-6gN_d/(z_db^2)$ has the derivative $+12gN_d/(z_db^3)$. The stationary condition near the original minimum becomes

$$b^3=\frac{6g}{K}\left[N_d\left(1-\frac{4}{bz_d}\right)+\frac{11}{32}N_s\right].$$

This can be solved by iteration from the uncorrected $b$. For $z_d=50$ nm the depletion energy falls by 3.0%. The weight of $N_d$ falls by twice that fraction, 6.0%. In the example this lowers the bracket by 0.0006 $\mathrm{nm^{-2}}$, or 2.2%, and $b$ by about 0.75%.

## Films of finite thickness

A back wall at $z=t$ requires $\psi(t)=0$, which the trial function does not satisfy. The fraction of the trial density that would lie beyond the wall,

$$S(t)=e^{-bt}\left(1+bt+\frac{b^2t^2}{2}\right),$$

measures the conflict. The grid calculation, repeated for thinner films with the same densities, gives:

| $t$ (nm) | $\langle z\rangle$ (nm) | energy (meV) | $S(t)$ (%) |
|---:|---:|---:|---:|
| 10 | 2.13 | 162.8 | 0.02 |
| 6 | 2.07 | 163.8 | 1.4 |
| 4 | 1.75 | 178.0 | 10 |
| 2 | 0.98 | 366.8 | 51 |

At 10 nm the wall has no visible effect on the tabulated mean depth and energy. At 6 nm it raises the energy by about 1 meV, less than the error of the trial function itself. At 4 nm the law's mean depth of 2.26 nm is 29% above the grid value. The trial energy of 167.1 meV now lies below the grid energy. It is no longer an upper bound, because the trial function is not an allowed state of the film.

At 2 nm the law has lost its meaning, and the ground state of an empty well is a better starting point. Take $\psi=\sqrt{2/t}\,\sin(\pi z/t)$ and $u=z/t$. The mean depth is $t/2$, the kinetic energy is $K\pi^2/t^2$, and

$$S=1-u+\frac{\sin2\pi u}{2\pi}.$$

Squaring and integrating over the film gives

$$\int_0^tS^2dz=t\left(\frac13+\frac1{2\pi^2}+\frac1{8\pi^2}\right)=t\left(\frac13+\frac5{8\pi^2}\right).$$

The middle term uses $\int_0^1(1-u)\sin2\pi u\,du=1/(2\pi)$. The energy per electron is then

$$E_{\rm film}=\frac{K\pi^2}{t^2}+gt\left[\frac{N_d}{2}+N_s\left(\frac16+\frac5{16\pi^2}\right)\right].$$

For $t=2$ nm the three contributions are 313.4, 18.1 and 35.9 meV. Their sum, 367.3 meV when added before rounding, is within 1 meV of the grid value. Confinement by the walls supplies most of the energy, and the mean depth is set mainly by the thickness; at these charge densities the electrostatic field shifts it only slightly from $t/2$. This estimate is suitable when the electrostatic terms are small compared with the level spacing $3K\pi^2/t^2$ of the empty well. At 2 nm the ratio is 0.06; at 4 nm it is 0.46, and the estimate of 186.3 meV is 5% above the grid value. In a real film, a confinement energy of several hundred meV also calls the parabolic band and the impenetrable walls into question.

## What is general and what belongs to the trial function

In a thick semiconductor with one occupied subband, the cube-root scaling holds for the Hartree problem without the restriction to a trial function. The condition must be checked when the densities are raised, because the Fermi energy grows as $N_s$ but the subband spacing, at fixed $N_d/N_s$, only as $N_s^{2/3}$. In the example it grows more slowly still if $N_d$ is held fixed. Set $z=\ell\zeta$. The kinetic term scales as $K/\ell^2$ and the potential as $gN_s\ell$ when $N_d/N_s$ is fixed. Choosing $\ell^3=K/(gN_s)$ makes the two scales equal and removes the density from the equation. All lengths then vary as $N_s^{-1/3}$, so eight times both densities halves the mean depth. In the example this factor is close to the limit: the Fermi energy becomes 319 meV against a spacing of 341 meV, and the second subband fills beyond a factor $(85.1/39.9)^3\approx9.7$. The level then lies about 0.9 eV above the interface potential, where a parabolic band and an impenetrable barrier are poor approximations for a real channel.

This argument does not fix how the length depends on the ratio $N_d/N_s$. The linear combination with weight $11/32$ follows from the chosen trial function and should be used as a variational approximation.
